# Heat Conductance of Two Classical Chains Joined by a Weak Spring: verification in Python

```python
"""Classical heat conductance of two identical harmonic chains joined by a weak spring.

Result under test: G -> G0 = kB*s / (2*sqrt(K*m)) as sigma = s/K -> 0.
m: atom mass, K: chain spring, s: link spring, sigma = s/K,
omega_m = 2*sqrt(K/m): top of the band, x = sin(q/2) (= omega/omega_m without pinning),
G: heat current per kelvin between the incoming phonon populations.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_continuous_lyapunov


def transmission(x, sigma):
    """Derived transmission formula."""
    return sigma**2 * (1 - x**2) / (sigma**2 + (1 - 2 * sigma) * x**2)


def scattering_direct(q, sigma, pin=0.0):
    """Solve the equations of motion of the two end atoms (m = K = 1)."""
    omega2 = pin + 4 * np.sin(q / 2)**2
    diagonal = pin - omega2 + 1 + sigma
    out = np.exp(1j * q)
    matrix = np.array([[diagonal - out, -sigma], [-sigma, diagonal - out]])
    rhs = np.array([-diagonal + np.conj(out), sigma])
    r, t = np.linalg.solve(matrix, rhs)
    return abs(r)**2, abs(t)**2


def band_integral(sigma, weight=lambda x: 1.0, upper=1.0):
    """Integral of transmission*weight over x, split around the narrow peak."""
    edges = [0.0] + [e for e in (sigma, 10 * sigma) if e < upper] + [upper]
    return sum(quad(lambda x: transmission(x, sigma) * weight(x), lo, hi,
                    epsabs=1e-13, epsrel=1e-10, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def closed_integral(sigma):
    a = sigma / np.sqrt(1 - 2 * sigma)
    return a * (1 + a**2) * np.arctan(1 / a) - a**2


def langevin_conductance(sigma, n_side=20):
    """Steady state of finite chains with Langevin baths at the far ends.

    Units m = K = kB = 1; bath friction sqrt(K*m) = 1; left bath at 1, right at 0.
    State: bond stretches, then velocities (this removes free translation).
    """
    n = 2 * n_side
    nb = n - 1
    springs = np.ones(nb)
    link = n_side - 1
    springs[link] = sigma
    drift = np.zeros((nb + n, nb + n))
    for b in range(nb):
        drift[b, nb + b] = -1.0
        drift[b, nb + b + 1] = 1.0
        drift[nb + b, b] += springs[b]
        drift[nb + b + 1, b] -= springs[b]
    drift[nb, nb] = -1.0
    drift[-1, -1] = -1.0
    noise = np.zeros_like(drift)
    noise[nb, nb] = 2.0
    cov = solve_continuous_lyapunov(drift, -noise)
    return -sigma * cov[link, nb + link + 1]


def beam_transmission(h):
    """Flexural waves of two beams joined by a transverse spring.

    h = 2*s_t/(B*k^3), B: bending stiffness, k: wave number.
    """
    return h**2 / ((1 - h)**2 + h**2)


def beam_direct(spring):
    """Match waves and edge terms at the joint for B = k = 1."""
    # unknowns: reflected, left evanescent, transmitted, right evanescent
    matrix = np.array([
        [-1, 1, 0, 0],
        [0, 0, -1, 1],
        [1j - spring, 1 - spring, spring, spring],
        [-spring, -spring, -1j + spring, -1 + spring]], dtype=complex)
    rhs = np.array([1, 0, 1j + spring, spring], dtype=complex)
    return abs(np.linalg.solve(matrix, rhs)[2])**2


# ---- tests of transmission, with and without a pinning spring on each atom
for sigma in (0.03, 0.4, 1.7):
    for pin in (0.0, 0.5):
        for q in (0.05, 0.8, 2.5):
            refl, trans = scattering_direct(q, sigma, pin)
            assert abs(refl + trans - 1) < 1e-10
            assert abs(trans - transmission(np.sin(q / 2), sigma)) < 1e-10

# at fixed frequency the transmission falls as sigma squared
q_half = 2 * np.arcsin(0.5)
fixed_ratio = scattering_direct(q_half, 1e-4)[1] / 1e-4**2
assert abs(fixed_ratio - (1 - 0.25) / 0.25) < 2e-3

# ---- tests of the band integral and its expansion
for sigma in (0.003, 0.05, 0.3):
    assert abs(band_integral(sigma) / closed_integral(sigma) - 1) < 1e-8
small = 1e-3
slope = (band_integral(small) / (np.pi * small / 2) - 1) / small
assert abs(slope - (1 - 4 / np.pi)) < 0.01   # next order is of size sigma
half_share = band_integral(small, upper=small) / band_integral(small)
assert abs(half_share - 0.5) < 2e-3

# ---- test of the limit without scattering theory
sigmas_bath = (0.02, 0.01, 0.005, 0.0025)
bath_ratios = [langevin_conductance(s) / (s / 2) for s in sigmas_bath]
extrapolated = 2 * bath_ratios[-1] - bath_ratios[-2]
assert abs(bath_ratios[-1] - 1) < 0.03       # finite-sigma error, linear in sigma
assert abs(bath_ratios[-1] - 1) < abs(bath_ratios[0] - 1)
assert abs(extrapolated - 1) < 5e-3          # remaining higher orders in sigma

# ---- test of the beam formula used for the flexural estimate
for spring in (0.05, 0.5, 4.0):
    assert abs(beam_direct(spring) - beam_transmission(2 * spring)) < 1e-10

# ---- worked example, rough values for polyethylene-like chains
kB, hbar = const.k, const.hbar
mass_u, K, s = 14.0, 350.0, 10.0
spacing, temperature, depth_eV = 0.127e-9, 300.0, 0.25
pin_spring, s_trans, bending = 1.0, 1.0, 5e-28
mass = mass_u * const.atomic_mass
sigma = s / K
omega_m = 2 * np.sqrt(K / mass)
impedance = np.sqrt(K * mass)
omega_c = sigma * omega_m
pW = 1e12
G0 = kB * s / (2 * impedance)
G_ball = kB * omega_m / (2 * np.pi)
G_full = G_ball * band_integral(sigma)
q_c = 2 * np.arcsin(sigma)


def bose_weight(x):
    z = hbar * omega_m * x / (2 * kB * temperature)
    return 1.0 if z < 1e-8 else (z / np.sinh(z))**2


G_quantum = G_ball * band_integral(sigma, bose_weight)
omega_pin = np.sqrt(pin_spring / mass)
G_pinned = G_ball * band_integral(
    sigma, lambda x: omega_m * x / np.hypot(omega_pin, omega_m * x))
G_junction = 1 / (1 / G_full - 1 / G_ball)

# Morse link: mean curvature over the bound well, relative to its bottom
depth_kT = depth_eV * const.e / (kB * temperature)


def boltzmann(y):
    return np.exp(-depth_kT * (1 - np.exp(-y))**2)


norm = quad(boltzmann, -1, 2)[0]
soft = quad(lambda y: boltzmann(y) * (2 * np.exp(-2 * y) - np.exp(-y)), -1, 2)[0] / norm

# flexural branch: omega_f is where 2*s_t = B*k^3
line_mass = mass / spacing
omega_f = (2 * s_trans / (bending**0.25 * line_mass**0.75))**(2 / 3)
beam_area = quad(lambda y: 1 / ((y**1.5 - 1)**2 + 1), 0, np.inf)[0]
G_flex = kB * omega_f * beam_area / (2 * np.pi)

print("TESTS OF THE LIMIT")
print(f"T/sigma^2 at x = 0.5, sigma = 1e-4: {fixed_ratio:.4f}")
for value in (0.1, 0.03, 0.01, 0.003):
    print(f"G/G0, infinite chains, sigma = {value}: "
          f"{band_integral(value) / (np.pi * value / 2):.5f}")
print(f"slope of G/G0 in sigma: {slope:.4f}; 1 - 4/pi = {1 - 4 / np.pi:.4f}")
print(f"share of heat below corner, sigma = 0.001: {half_share:.4f}")
for value, ratio in zip(sigmas_bath, bath_ratios):
    print(f"G/G0, Langevin baths, 20+20 atoms, sigma = {value}: {ratio:.5f}")
print(f"Langevin G/G0 extrapolated to sigma = 0: {extrapolated:.5f}")
print("EXAMPLE: INPUTS (rough)")
print(f"mass m = {mass_u:.0f} u = {mass:.4e} kg")
print(f"chain spring K = {K:.0f} N/m; link spring s = {s:.0f} N/m")
print(f"spacing = {spacing * 1e9:.3f} nm; temperature = {temperature:.0f} K")
print(f"link depth = {depth_eV:.2f} eV = {depth_kT:.2f} kB*T")
print("EXAMPLE: RESULTS")
print(f"sigma = s/K = {sigma:.5f}")
print(f"sound speed = {spacing * np.sqrt(K / mass) / 1e3:.2f} km/s")
print(f"impedance sqrt(K*m) = {impedance:.4e} kg/s")
print(f"band top omega_m = {omega_m:.4e} rad/s")
print(f"corner omega_c = {omega_c:.4e} rad/s = {omega_c / (2e12 * np.pi):.3f} THz")
print(f"hbar*omega_m/kB = {hbar * omega_m / kB:.0f} K")
print(f"hbar*omega_c/kB = {hbar * omega_c / kB:.1f} K")
print(f"wavelength at corner = {2 * np.pi * spacing / q_c * 1e9:.1f} nm")
print(f"G0 (weak-link formula) = {G0 * pW:.3f} pW/K = {G0:.4e} W/K")
print(f"G (full classical integral) = {G_full * pW:.3f} pW/K")
print(f"G/G0 = {G_full / G0:.5f}")
print(f"perfect classical chain = {G_ball * pW:.1f} pW/K")
print("EXAMPLE: NEGLECTED EFFECTS")
print(f"G with Bose weight = {G_quantum * pW:.3f} pW/K")
print(f"relative quantum change = {100 * (G_quantum / G_full - 1):.2f} %")
print(f"mean Morse curvature / s = {soft:.4f}")
print(f"pinning spring (rough) = {pin_spring:.1f} N/m")
print(f"pinning frequency = {omega_pin:.3e} rad/s")
print(f"G with pinning = {G_pinned * pW:.2f} pW/K")
print(f"transverse link spring (rough) = {s_trans:.1f} N/m")
print(f"bending stiffness (rough) = {bending:.1e} N m^2")
print(f"flexural corner = {omega_f:.3e} rad/s; area factor = {beam_area:.4f}")
print(f"two flexural branches add about {2 * G_flex * pW:.1f} pW/K")
print(f"G less perfect-chain resistance = {G_junction * pW:.3f} pW/K")
print("tests ok")
```

It prints:

```
TESTS OF THE LIMIT
T/sigma^2 at x = 0.5, sigma = 1e-4: 3.0006
G/G0, infinite chains, sigma = 0.1: 0.97219
G/G0, infinite chains, sigma = 0.03: 0.99176
G/G0, infinite chains, sigma = 0.01: 0.99726
G/G0, infinite chains, sigma = 0.003: 0.99918
slope of G/G0 in sigma: -0.2733; 1 - 4/pi = -0.2732
share of heat below corner, sigma = 0.001: 0.5003
G/G0, Langevin baths, 20+20 atoms, sigma = 0.02: 0.99565
G/G0, Langevin baths, 20+20 atoms, sigma = 0.01: 0.99537
G/G0, Langevin baths, 20+20 atoms, sigma = 0.005: 0.99660
G/G0, Langevin baths, 20+20 atoms, sigma = 0.0025: 0.99794
Langevin G/G0 extrapolated to sigma = 0: 0.99928
EXAMPLE: INPUTS (rough)
mass m = 14 u = 2.3248e-26 kg
chain spring K = 350 N/m; link spring s = 10 N/m
spacing = 0.127 nm; temperature = 300 K
link depth = 0.25 eV = 9.67 kB*T
EXAMPLE: RESULTS
sigma = s/K = 0.02857
sound speed = 15.58 km/s
impedance sqrt(K*m) = 2.8525e-12 kg/s
band top omega_m = 2.4540e+14 rad/s
corner omega_c = 7.0114e+12 rad/s = 1.116 THz
hbar*omega_m/kB = 1874 K
hbar*omega_c/kB = 53.6 K
wavelength at corner = 14.0 nm
G0 (weak-link formula) = 24.201 pW/K = 2.4201e-11 W/K
G (full classical integral) = 24.011 pW/K
G/G0 = 0.99215
perfect classical chain = 539.2 pW/K
EXAMPLE: NEGLECTED EFFECTS
G with Bose weight = 23.309 pW/K
relative quantum change = -2.92 %
mean Morse curvature / s = 0.9411
pinning spring (rough) = 1.0 N/m
pinning frequency = 6.559e+12 rad/s
G with pinning = 15.46 pW/K
transverse link spring (rough) = 1.0 N/m
bending stiffness (rough) = 5.0e-28 N m^2
flexural corner = 4.165e+12 rad/s; area factor = 1.5235
two flexural branches add about 27.9 pW/K
G less perfect-chain resistance = 25.130 pW/K
tests ok
```
